# Bardeen's tunnelling current and why the dividing surface may be moved: test program

```python
"""
Bardeen tunnelling: the golden-rule current between two electrodes uses
    M = (hbar^2/2m) * surface integral of (chi* grad psi - psi grad chi*),
psi, chi = states of the left and right electrode Hamiltonians, each decaying
into the barrier. M is independent of the surface if both energies are equal
and the surface lies where both electrode potentials equal the true potential.
Planar junction: T_B = 4 pi^2 |M|^2 rho_L rho_R (rho = 1D density of states).
Units inside: nm, eV, fs. C = hbar^2/2m in eV nm^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.special import digamma, expit

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
HBAR = sc.hbar / sc.e * 1e15
KB = sc.k / sc.e
EF, WORK, GAP, BIAS, TEMP = 5.5, 5.0, 0.8, 0.1, 300.0
TOP = EF + WORK


def integral(y, x):
    return np.sum((y[1:] + y[:-1]) * np.diff(x)) / 2


# ---------- lattice eigenstates, used for the tests from the definition -----
def states(pot, h, lo, hi):
    off = np.full(len(pot) - 1, -C / h**2)
    en, vec = eigh_tridiagonal(pot + 2 * C / h**2, off,
                               select='v', select_range=(lo, hi))
    return en, vec / np.sqrt(h)


def flux(chi, psi, z, h):
    i = int(round(z / h)) - 1
    return C * (chi[i] * psi[i + 1] - psi[i] * chi[i + 1]) / h


# Test 1: two wells separated by a 0.4 nm barrier between z = 1.2 and 1.6 nm
h = 0.002
z = (np.arange(1400) + 0.5) * h
in_left = (z > 0.6) & (z < 1.2)
in_right = (z > 1.6) & (z < 2.2)
in_wide = (z > 1.6) & (z < 2.24)
v_left = np.where(in_left, 0.0, TOP)
v_full = np.where(in_left | in_right, 0.0, TOP)
en_l, st_l = states(v_left, h, 0.0, TOP - 0.1)
en_r, st_r = states(np.where(in_right, 0.0, TOP), h, 0.0, TOP - 0.1)
en_f, _ = states(v_full, h, 0.0, TOP - 0.1)
psi, chi = st_l[:, 2], st_r[:, 2]
m_volume = h * np.sum(chi * (v_full - v_left) * psi)
places = (1.25, 1.4, 1.55)
m_surface = [flux(chi, psi, p, h) for p in places]
m_inside = flux(chi, psi, 1.7, h)
splitting = en_f[5] - en_f[4]
assert np.allclose(m_surface, m_volume, rtol=1e-5, atol=0)
assert abs(m_inside / m_volume - 1) > 0.1
assert abs(splitting / (2 * abs(m_volume)) - 1) < 2e-3

# Test 2: unequal energies, where the surface position does matter
en_w, st_w = states(np.where(in_wide, 0.0, TOP), h, 0.0, TOP - 0.1)
chi_w = st_w[:, 2]
detuning = en_w[2] - en_l[2]
off_a, off_b = flux(chi_w, psi, 1.25, h), flux(chi_w, psi, 1.55, h)
between = (z > 1.25) & (z < 1.55)
law = detuning * h * np.sum((chi_w * psi)[between])
assert abs(off_b - off_a - law) < 1e-5 * abs(off_a)
assert abs(off_b / off_a - 1) > 0.01
v_full_w = np.where(in_left | in_wide, 0.0, TOP)
m_vol_w = h * np.sum(chi_w * (v_full_w - v_left) * psi)
rest = detuning * h * np.sum((chi_w * psi)[z > 1.55])
assert abs(m_vol_w - off_b - rest) < 1e-5 * abs(m_vol_w)

# Test 3: decay of a well state through 0.3 nm into a 40 nm box
hd, well, wall, box = 0.01, 0.44, 0.3, 40.0
zd = (np.arange(int(round((well + wall + box) / hd))) + 0.5) * hd
vd_left = np.where(zd < well, 0.0, TOP)
vd_right = np.where(zd > well + wall, 0.0, TOP)
vd_full = np.minimum(vd_left, vd_right)
en_d, st_d = states(vd_left, hd, 0.0, TOP - 0.1)
e_start, start = en_d[1], st_d[:, 1]
en_box, st_box = states(vd_right, hd, e_start - 0.5, e_start + 0.5)
m_box = np.array([flux(st_box[:, j], start, well + wall / 2, hd)
                  for j in range(len(en_box))])
strength = m_box[1:-1]**2 * 2 / (en_box[2:] - en_box[:-2])
rate_golden = 2 * np.pi / HBAR * np.interp(e_start, en_box[1:-1], strength)
en_all, st_all = states(vd_full, hd, 0.0, 15.0)
weight = (hd * st_all.T @ start)**2


def survival(t):
    return abs(np.sum(weight * np.exp(-1j * en_all * t / HBAR)))**2


t1, t2 = 10.0, 50.0
rate_direct = np.log(survival(t1) / survival(t2)) / (t2 - t1)
assert abs(rate_golden / rate_direct - 1) < 0.02

# Test 4: shape of the surface, spherical tip state above a flat sample
kap_tip, q_par, tip_z = np.sqrt(WORK / C), 3.0, 0.6
kap_s = np.sqrt(kap_tip**2 + q_par**2)
grid = np.arange(-2.5, 2.5001, 0.02)
X, Y = np.meshgrid(grid, grid, indexing='ij')


def tip_flux(height, slope_x, slope_y):
    dz = height - tip_z
    r = np.sqrt(X**2 + Y**2 + dz**2)
    s = np.exp(1j * q_par * X - kap_s * height)
    t = np.exp(-kap_tip * r) / r
    radial = -t * (kap_tip + 1 / r) / r
    fx = t * 1j * q_par * s - s * radial * X
    fy = -s * radial * Y
    fz = -t * kap_s * s - s * radial * dz
    return np.sum(fz - fx * slope_x - fy * slope_y) * 0.02**2


zero = np.zeros_like(X)
wavy = 0.25 + 0.05 * np.cos(8 * X) * np.cos(5 * Y)
wavy_x = -0.40 * np.sin(8 * X) * np.cos(5 * Y)
wavy_y = -0.25 * np.cos(8 * X) * np.sin(5 * Y)
point_value = -4 * np.pi * np.exp(-kap_s * tip_z)
shape = [tip_flux(zero + 0.2, zero, zero) / point_value,
         tip_flux(zero + 0.3, zero, zero) / point_value,
         tip_flux(wavy, wavy_x, wavy_y) / point_value]
assert np.allclose(shape, 1.0, rtol=0, atol=1e-6)


# ---------- planar junction: barrier cut into thin constant slices ----------
def march(f, g, en, pot, step):
    """Carry value f and slope g through the slices (step < 0: leftwards)."""
    for v in pot:
        q2 = (v - en) / C
        q = np.sqrt(q2 + 1e-13 + 0j)
        ch, sh = np.cosh(q * step).real, (np.sinh(q * step) / q).real
        f, g = ch * f + sh * g, q2 * sh * f + ch * g
    return f, g


def scattering_T(en, pot, step, bias):
    k_l, k_r = np.sqrt(en / C), np.sqrt((en + bias) / C)
    f, g = march(np.ones_like(en) + 0j, 1j * k_r, en, pot[::-1], -step)
    return k_r / k_l / abs((f + g / (1j * k_l)) / 2)**2


def bardeen(en, pot, step, bias, j1=0, j2=None, extra=0.0):
    """Return T_B and the flux w of states with unit amplitude in the metals.
    The electrode potentials agree only between slices j1 and j2; outside,
    each is continued flat, raised by 'extra'."""
    j2 = len(pot) if j2 is None else j2
    js = (j1 + j2) // 2
    k_l, k_r = np.sqrt(en / C), np.sqrt((en + bias) / C)
    one = np.ones_like(en)
    p, dp = march(one, -np.sqrt((pot[j2 - 1] + extra - en) / C), en,
                  pot[js:j2][::-1], -step)
    p0, dp0 = march(p, dp, en, pot[:js][::-1], -step)
    c, dc = march(one, np.sqrt((pot[j1] + extra - en) / C), en,
                  pot[j1:js], step)
    c0, dc0 = march(c, dc, en, pot[js:], step)
    w = (c * dp - p * dc) / np.hypot(p0, dp0 / k_l) / np.hypot(c0, dc0 / k_r)
    return 4 * w**2 / (k_l * k_r), w


def barrier(ef, work, gap, bias, n, image):
    u = (np.arange(n) + 0.5) / n
    pot = ef + work - bias * u
    if image:
        unit = sc.e / (16 * np.pi * sc.epsilon_0 * gap) * 1e9
        pot = pot + unit * (digamma(u) + digamma(1 - u) + 2 * np.euler_gamma)
        pot = np.maximum(pot, np.where(u < 0.5, 0.0, -bias))
    return pot


def current(ef=EF, work=WORK, gap=GAP, temp=TEMP, image=False, n=400):
    """Current density in A/cm^2 from the energy integral."""
    en = np.linspace(0.02, ef + 1.0, 1200)
    pot = barrier(ef, work, gap, BIAS, n, image)
    if image:
        trans = scattering_T(en, pot, gap / n, BIAS)
    else:
        trans = bardeen(en, pot, gap / n, BIAS)[0]
    kt = KB * temp
    supply = kt * (np.logaddexp(0, (ef - en) / kt)
                   - np.logaddexp(0, (ef - BIAS - en) / kt))
    pref = sc.m_e * sc.e**3 / (2 * np.pi**2 * sc.hbar**3) * 1e-4
    return pref * integral(trans * supply, en)


# Test 5: Bardeen against full scattering, square barrier and example barrier
e_f = np.array([EF])
k_f, kap_f = np.sqrt(EF / C), np.sqrt(WORK / C)


def square_formula(gap):
    return (16 * k_f**2 * kap_f**2 / (k_f**2 + kap_f**2)**2
            * np.exp(-2 * kap_f * gap))


thin = []
for gap in (0.1, 0.2, 0.3):
    flat = np.full(100, TOP)
    t_b = bardeen(e_f, flat, gap / 100, 0.0)[0][0]
    t_s = scattering_T(e_f, flat, gap / 100, 0.0)[0]
    assert abs(t_b / square_formula(gap) - 1) < 1e-8
    thin.append((gap, t_b, t_s, t_b / t_s - 1))
s_const = (k_f**2 + kap_f**2)**2 / (8 * k_f**2 * kap_f**2)
assert abs(thin[2][3] / (thin[2][1] * (1 - s_const)) - 1) < 0.02

pot = barrier(EF, WORK, GAP, BIAS, 400, False)
step = GAP / 400
en_test = np.linspace(0.5, EF + 0.5, 60)
tb_test = bardeen(en_test, pot, step, BIAS)[0]
ts_test = scattering_T(en_test, pot, step, BIAS)
worst = np.max(abs(tb_test / ts_test - 1))
assert worst < 1e-5

# Test 6: other continuations of the electrode potentials, raised by 5 eV
t_ref, w_ref = bardeen(e_f, pot, step, BIAS)
t_ref, w_ref = t_ref[0], abs(w_ref[0])
dev = []
for half in (25, 50):
    t_alt = bardeen(e_f, pot, step, BIAS, 200 - half, 200 + half, 5.0)[0][0]
    dev.append(t_alt / t_ref - 1)
kap_mid = np.sqrt((WORK - BIAS / 2) / C)
assert abs(dev[0] / dev[1] / np.exp(2 * kap_mid * 0.1) - 1) < 0.1

# Test 7: current from velocities summed over three-dimensional k-space
kz = np.linspace(0.1, np.sqrt((EF + 1) / C), 1500)
kp = np.linspace(0.0, np.sqrt((EF + 1) / C), 1500)
e_tot = C * (kz[:, None]**2 + kp[None, :]**2)
kt = KB * TEMP
diff_f = expit((EF - e_tot) / kt) - expit((EF - BIAS - e_tot) / kt)
inner = np.sum(diff_f * 2 * np.pi * kp, axis=1) * (kp[1] - kp[0])
speed = 2 * C * kz / HBAR
t_kz = scattering_T(C * kz**2, pot, step, BIAS)
j_kspace = (2 * sc.e / (8 * np.pi**3) * integral(speed * t_kz * inner, kz)
            * 1e15 * 1e14)
j_main = current()
assert abs(j_main / j_kspace - 1) < 1e-3

# ---------- example and size of neglected effects ---------------------------
thick = 10.0
k_r = np.sqrt((EF + BIAS) / C)
m_example = C * 2 / thick * w_ref
rho_l = thick / (2 * np.pi * C * k_f)
rho_r = thick / (2 * np.pi * C * k_r)
assert abs(4 * np.pi**2 * m_example**2 * rho_l * rho_r / t_ref - 1) < 1e-9
j_image = current(image=True)
assert abs(current(image=True, n=800) / j_image - 1) < 0.01
j_rough = (current(gap=GAP - 0.05) + current(gap=GAP + 0.05)) / 2
lowering = sc.e * np.log(2) / (4 * np.pi * sc.epsilon_0 * GAP) * 1e9

print("TWO WELLS, barrier from 1.2 to 1.6 nm")
print(f"level energy, equal wells: {en_l[2]:.4f} eV")
print(f"M from volume integral: {m_volume*1e3:.5f} meV")
for p, m in zip(places, m_surface):
    print(f"M from surface at {p:.2f} nm: {m*1e3:.5f} meV")
print(f"same flux at 1.70 nm, inside well: {m_inside*1e3:.5f} meV")
print(f"level splitting of full system: {splitting*1e3:.4f} meV")
print(f"2|M|: {2*abs(m_volume)*1e3:.4f} meV")
print(f"unequal wells, E_nu - E_mu: {detuning:.4f} eV")
print(f"flux at 1.25 nm: {off_a*1e3:.4f} meV")
print(f"flux at 1.55 nm: {off_b*1e3:.4f} meV")
print(f"change predicted by overlap law: {law*1e3:.4f} meV")
print("DECAY through 0.3 nm into a 40 nm box")
print(f"starting level: {e_start:.4f} eV")
print(f"golden-rule rate: {rate_golden*1e3:.4f} per ps")
print(f"rate from full dynamics: {rate_direct*1e3:.4f} per ps")
print("TIP STATE, flux / point value (real part)")
print(f"plane 0.2 nm: {shape[0].real:.8f}")
print(f"plane 0.3 nm: {shape[1].real:.8f}")
print(f"corrugated surface: {shape[2].real:.8f}")
print("SQUARE BARRIER at the Fermi energy")
for gap, t_b, t_s, dv in thin:
    print(f"d={gap:.1f} nm: T_B={t_b:.5f} T={t_s:.5f} T_B/T-1={dv:.5f}")
print("EXAMPLE, vacuum gap")
print(f"Fermi energy {EF} eV, work function {WORK} eV")
print(f"gap {GAP} nm, bias {BIAS} V, temperature {TEMP:.0f} K")
print(f"hbar^2/2m: {C:.6f} eV nm^2")
print(f"k left: {k_f:.4f} per nm, k right: {k_r:.4f} per nm")
print(f"kappa at zero bias: {kap_f:.4f} per nm")
print(f"|M|, electrodes {thick:.0f} nm thick: {m_example:.4e} eV")
print(f"rho left: {rho_l:.4f} per eV, right: {rho_r:.4f} per eV")
print(f"T_B at Fermi energy: {t_ref:.4e}")
print(f"T_B, square formula at zero bias: {square_formula(GAP):.4e}")
print(f"largest |T_B/T - 1| over energies: {worst:.1e}")
print(f"J, Bardeen: {j_main:.4f} A/cm2")
print(f"J, scattering and k-space sum: {j_kspace:.4f} A/cm2")
print(f"current through 1 nm^2: {j_main*1e-14*1e12:.4f} pA")
print(f"mean field: {BIAS/GAP*10:.3f} MV/cm")
print(f"T_B change, shared width 0.1 nm: {dev[0]:.3e}")
print(f"T_B change, shared width 0.2 nm: {dev[1]:.3e}")
print("NEGLECTED EFFECTS, factor on J")
print(f"image lowering at mid-gap: {lowering:.3f} eV")
print(f"image force: {j_image/j_main:.2f}")
print(f"half the area 0.05 nm nearer, half farther: {j_rough/j_main:.3f}")
print(f"work function 0.3 eV lower: {current(work=WORK-0.3)/j_main:.3f}")
print(f"band twice as deep (11 eV): {current(ef=2*EF)/j_main:.3f}")
print(f"300 K relative to 10 K: {j_main/current(temp=10.0):.4f}")
print(f"gap 0.1 nm wider: {current(gap=GAP+0.1)/j_main:.4f}")
print("all good")
```

It prints:

```
TWO WELLS, barrier from 1.2 to 1.6 nm
level energy, equal wells: 6.2219 eV
M from volume integral: -17.50398 meV
M from surface at 1.25 nm: -17.50398 meV
M from surface at 1.40 nm: -17.50398 meV
M from surface at 1.55 nm: -17.50398 meV
same flux at 1.70 nm, inside well: -0.65637 meV
level splitting of full system: 35.0138 meV
2|M|: 35.0080 meV
unequal wells, E_nu - E_mu: -0.5904 eV
flux at 1.25 nm: -13.2005 meV
flux at 1.55 nm: -16.3217 meV
change predicted by overlap law: -3.1213 meV
DECAY through 0.3 nm into a 40 nm box
starting level: 5.7118 eV
golden-rule rate: 6.3228 per ps
rate from full dynamics: 6.3334 per ps
TIP STATE, flux / point value (real part)
plane 0.2 nm: 1.00000000
plane 0.3 nm: 1.00000000
corrugated surface: 1.00000000
SQUARE BARRIER at the Fermi energy
d=0.1 nm: T_B=0.40368 T=0.33318 T_B/T-1=0.21161
d=0.2 nm: T_B=0.04083 T=0.04001 T_B/T-1=0.02047
d=0.3 nm: T_B=0.00413 T=0.00412 T_B/T-1=0.00206
EXAMPLE, vacuum gap
Fermi energy 5.5 eV, work function 5.0 eV
gap 0.8 nm, bias 0.1 V, temperature 300 K
hbar^2/2m: 0.038100 eV nm^2
k left: 12.0149 per nm, k right: 12.1236 per nm
kappa at zero bias: 11.4558 per nm
|M|, electrodes 10 nm thick: 1.0063e-05 eV
rho left: 3.4768 per eV, right: 3.4456 per eV
T_B at Fermi energy: 4.7893e-08
T_B, square formula at zero bias: 4.3732e-08
largest |T_B/T - 1| over energies: 5.9e-08
J, Bardeen: 40.2190 A/cm2
J, scattering and k-space sum: 40.2190 A/cm2
current through 1 nm^2: 0.4022 pA
mean field: 1.250 MV/cm
T_B change, shared width 0.1 nm: -6.099e-03
T_B change, shared width 0.2 nm: -6.246e-04
NEGLECTED EFFECTS, factor on J
image lowering at mid-gap: 1.248 eV
image force: 438.33
half the area 0.05 nm nearer, half farther: 1.825
work function 0.3 eV lower: 1.703
band twice as deep (11 eV): 0.921
300 K relative to 10 K: 1.0035
gap 0.1 nm wider: 0.0900
all good
```
